# Wavelength-Dependent Interdiffusivity of a Multilayer on a Discrete Lattice, part 1

(Sections cited here and not found follow in the second part.)

## From bonds between planes to a decay law

**Q.** An interdiffusivity belongs to an alloy at a given composition and temperature. Why should it depend on the wavelength of a multilayer?

**A.** Because the usual diffusion equation assumes that the chemical potential at a point depends on the composition at that point alone. In a multilayer whose composition changes within a few atomic planes, an atom has bonds to planes of different composition. Its energy depends on those planes too, so the driving force depends on how fast the composition varies.

To make this quantitative, take a binary crystal of A and B atoms and number its atomic planes by $p$. Their spacing is $d$. Let $c_p$ be the fraction of sites in plane $p$ occupied by B, and impose a weak modulation normal to the planes,

$$c_p=c_0+A\cos(p\theta),\qquad \theta=\beta d,\qquad \lambda=\frac{2\pi}{\beta}.$$

Here $c_0$ is the mean composition, $A$ the amplitude, $\beta$ the wavevector and $\lambda$ the wavelength. The question is how $A$ changes in time. I treat the occupations in mean field: the probability of finding two given species on two sites is the product of the separate probabilities. The lattice is fixed and free of stress.

**Q.** Then start with the energy. I don't want a gradient term added by hand.

**A.** It follows from nearest-neighbour bonds. Let the pair energies be $V_{AA}$, $V_{BB}$ and $V_{AB}$. For a bond between sites $i$ and $j$, the probability of an unlike pair is

$$u_{ij}=c_i(1-c_j)+c_j(1-c_i)=c_i+c_j-2c_ic_j .$$

Solving this for the probability of a BB pair gives $c_ic_j=\tfrac12(c_i+c_j)-\tfrac12u_{ij}$. The probability of an AA pair is therefore

$$(1-c_i)(1-c_j)=1-c_i-c_j+c_ic_j=1-\tfrac12(c_i+c_j)-\tfrac12u_{ij}.$$

Multiply each probability by its pair energy and add:

$$V_{AA}\left[1-\tfrac12(c_i+c_j)\right]+\tfrac12V_{BB}(c_i+c_j)+v\,u_{ij},$$

$$v=V_{AB}-\tfrac12(V_{AA}+V_{BB}).$$

The first two terms are constant or linear in the occupations. Summed over the crystal they depend only on the total number of B atoms, which diffusion conserves, so they can be dropped. What remains is $v\,u_{ij}$ per bond. With $v>0$ unlike bonds are costly and the alloy tends to separate; with $v<0$ it tends to order.

**Q.** I still see no gradient.

**A.** Separate the part that each site would have in a uniform alloy. The identity is

$$u_{ij}=c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2 .$$

Expanding the right side gives $c_i-c_i^2+c_j-c_j^2+c_i^2-2c_ic_j+c_j^2$. The squares cancel and $c_i+c_j-2c_ic_j$ is left, as required.

Now sum over bonds. Each site has $z$ neighbours, so the term $c_i(1-c_i)$ occurs $z$ times, once for each bond of site $i$. Suppose that bonds reach only the same plane and the two adjacent ones, with $z_v$ bonds from a site to one adjacent plane. Bonds within a plane have $c_i=c_j$ and add nothing to the squared differences. Divided by the number of sites in a plane, the energy is

$$E=\sum_p\left[zv\,c_p(1-c_p)+z_vv(c_{p+1}-c_p)^2\right].$$

The second term counts each pair of adjacent planes once. It is the gradient energy in lattice form. Writing its coefficient as $\kappa/d^2$ defines

$$\kappa=z_v v d^2 .$$

For a face-centred cubic crystal with cubic lattice constant $a$, the (100) planes have $z_v=4$ and $d=a/2$, while the (111) planes have $z_v=3$ and $d=a/\sqrt3$. Both give $\kappa=va^2$. This relation was tested by summing the bonds of an irregular composition profile for each orientation.

**Q.** A squared difference always costs energy, surely?

**A.** Not if $v<0$. Then $\kappa<0$, and the squared-difference term lowers the energy. The total need not fall, because the first term of $E$ rises when a uniform alloy with $v<0$ is modulated. On fcc (100) planes the second term outweighs the first only for wavelengths below three planes. On a lattice a negative $\kappa$ causes no trouble, because a composition lies between 0 and 1 and a wave cannot usefully be shorter than two planes. The sign of $\kappa$ records the preference for like or unlike neighbours.

To obtain the free energy, add the mixing entropy of each plane, again in mean field:

$$F=\sum_p\left[f(c_p)+\frac{\kappa}{d^2}(c_{p+1}-c_p)^2\right],$$

$$f(c)=zv\,c(1-c)+kT\left[c\ln c+(1-c)\ln(1-c)\right].$$

Here $k$ is Boltzmann's constant, $T$ the temperature and $f$ the free energy per atom of the uniform alloy. Two derivatives of $f$ will be needed:

$$f'(c)=zv(1-2c)+kT\ln\frac{c}{1-c},\qquad f''(c)=\frac{kT}{c(1-c)}-2zv .$$

From here on $f''$ without an argument means its value at $c_0$.

**Q.** What potential drives an atom from one plane to the next?

**A.** The change of $F$ when an A atom in plane $p$ is replaced by a B atom, $\mu_p=\partial F/\partial c_p$. Two of the squared differences contain $c_p$. Their derivative is

$$\frac{\kappa}{d^2}\left[-2(c_{p+1}-c_p)+2(c_p-c_{p-1})\right]
=-\frac{2\kappa}{d^2}\left(c_{p+1}-2c_p+c_{p-1}\right).$$

Therefore

$$\mu_p=f'(c_p)-\frac{2\kappa}{d^2}\left(c_{p+1}-2c_p+c_{p-1}\right).$$

The minus sign has a simple reading for $\kappa>0$. At a crest of B the bracket is negative, so the second term raises $\mu_p$: B atoms there have costly unlike bonds to the poorer planes on both sides, and they are pushed out.

**Q.** You now need a flux law. If you postulate that the flux is proportional to $\mu_p-\mu_{p+1}$, you have assumed half of the answer.

**A.** It can be derived from atomic exchanges. Let a B atom in plane $p$ change places with an A atom on a neighbouring site in plane $q=p+1$. Denote by $\phi_p$ the bond part of the potential, so that

$$\mu_p=\phi_p+kT\ln\frac{c_p}{1-c_p}.$$

In this mean-field description the exchange changes the energy by $\phi_q-\phi_p$. The bond between the two exchanging atoms is really an unlike bond both before and after the exchange; the mean-field description ignores this and treats it like every other bond. The neglect is of first order in the composition difference: leaving that bond out changes $\phi_p-\phi_q$ by $-2v(c_p-c_q)$, which replaces $f''$ by $f''-2v$ in the rate derived below. In the numerical example at 600 K this would slow the decay by 4% for two planes and by 11% for twenty. I take the exchange frequency as $\gamma e^{(\phi_p-\phi_q)/2kT}$ and that of the reverse exchange as $\gamma e^{-(\phi_p-\phi_q)/2kT}$. Their ratio is $e^{(\phi_p-\phi_q)/kT}$, which is what detailed balance demands. The constant $\gamma$ is an exchange frequency per neighbour.

A site has $z_v$ neighbours in the next plane. The net number of B atoms crossing from $p$ to $q$, per in-plane site and unit time, is

$$J_{p+\frac12}=\gamma z_v\left[c_p(1-c_q)e^{(\phi_p-\phi_q)/2kT}-c_q(1-c_p)e^{-(\phi_p-\phi_q)/2kT}\right].$$

**Q.** That contains compositions and bond energies separately. Where does $\mu$ enter?

**A.** Through the occupation factors. Put $s_p=\sqrt{c_p(1-c_p)}$. Then

$$c_p(1-c_q)=s_ps_q\sqrt{\frac{c_p(1-c_q)}{(1-c_p)c_q}},$$

as squaring both sides confirms. The definition of $\phi_p$ gives $c_p/(1-c_p)=e^{(\mu_p-\phi_p)/kT}$, and likewise for $q$. The square root is therefore $e^{(\mu_p-\phi_p-\mu_q+\phi_q)/2kT}$. Multiplied by the exchange factor, the bond parts cancel and $e^{(\mu_p-\mu_q)/2kT}$ remains. The reverse term is the same with $p$ and $q$ interchanged. Hence

$$J_{p+\frac12}=2\gamma z_v\,s_ps_{p+1}\sinh\frac{\mu_p-\mu_{p+1}}{2kT}.$$

This holds for any amplitude within the model. The flux runs from high to low $\mu$, whatever the composition difference does. That is how a B-rich region can gain still more B.

**Q.** Does this law guarantee that the free energy never rises?

**A.** Yes. Plane $p$ gains what enters from $p-1$ and loses what leaves to $p+1$:

$$\frac{dc_p}{dt}=J_{p-\frac12}-J_{p+\frac12}.$$

For a periodic stack, shift the summation index in the first term of the next expression by one:

$$\frac{dF}{dt}=\sum_p\mu_p\left(J_{p-\frac12}-J_{p+\frac12}\right)
=-\sum_p(\mu_p-\mu_{p+1})J_{p+\frac12}\le0 .$$

The inequality holds term by term, because the hyperbolic sine has the sign of its argument. Summing $dc_p/dt$ over the planes gives zero, so the amount of B is conserved.

**Q.** Now the small amplitude. Which factors in the flux must be varied?

**A.** Only the potential difference. In the uniform alloy all $\mu_p$ are equal, so $\mu_p-\mu_{p+1}$ is already of first order in $A$. Everything that multiplies it may be taken at $c_0$: $s_ps_{p+1}\to c_0(1-c_0)$ and $\sinh x\to x$. The factor 2 in front cancels the 2 in the denominator, and

$$J_{p+\frac12}=\frac{M}{d^2}(\mu_p-\mu_{p+1}),\qquad
M=\frac{\gamma z_vd^2c_0(1-c_0)}{kT}.$$

The same reasoning shows that a composition dependence of $\gamma$ would not matter at this order; its value at $c_0$ would enter. Insertion into the balance equation gives

$$\frac{dc_p}{dt}=\frac{M}{d^2}\left(\mu_{p+1}-2\mu_p+\mu_{p-1}\right).$$

There are now two second differences, one in this equation and one inside $\mu_p$. They have different origins: the first comes from conservation of atoms, the second from bonds.

**Q.** In a continuum each would become a second derivative and give $-\beta^2$. What do they give here?

**A.** Apply the second difference to the wave. Since $\cos[(p+1)\theta]+\cos[(p-1)\theta]=2\cos\theta\cos(p\theta)$,

$$\cos[(p+1)\theta]-2\cos(p\theta)+\cos[(p-1)\theta]
=-2(1-\cos\theta)\cos(p\theta).$$

The wave keeps its shape and is multiplied by a number. Define

$$B^2=\frac{2\left[1-\cos(\beta d)\right]}{d^2},$$

so that this number is $-B^2d^2$. With $\delta c_p=c_p-c_0$, the first-order change of the potential is

$$\delta\mu_p=f''\delta c_p-\frac{2\kappa}{d^2}\left(-B^2d^2\right)\delta c_p
=\left(f''+2\kappa B^2\right)\delta c_p .$$

The remaining second difference gives another factor $-B^2d^2$:

$$\frac{d\,\delta c_p}{dt}=R\,\delta c_p,\qquad
R=-MB^2\left(f''+2\kappa B^2\right).$$

The amplitude changes as $e^{Rt}$. A negative $R$ means that the layers mix, a positive $R$ that the modulation sharpens.

**Q.** And the interdiffusivity?

**A.** For a long wave the gradient term is negligible and $R\to-Mf''\beta^2$. The ordinary interdiffusivity is thus $\tilde D=Mf''$. For a general wave, define $D_\lambda$ by $R=-B^2D_\lambda$. If $f''\neq0$,

$$D_\lambda=\tilde D\left(1+\frac{2\kappa}{f''}B^2\right).$$

This is the wavelength-dependent interdiffusivity. In this model and at first order in $A$, the passage from the continuum to the lattice consists in replacing $\beta^2$ by $B^2$ in both places: in the relation between $R$ and $D_\lambda$, and in the gradient correction. At $f''=0$ the ratio $\kappa/f''$ has no meaning, but $D_\lambda=M(f''+2\kappa B^2)$ remains valid.

**Q.** How different are $B^2$ and $\beta^2$?

**A.** The series of the cosine gives

$$B^2=\frac{2}{d^2}\left(\frac{\theta^2}{2}-\frac{\theta^4}{24}+\dots\right)
=\beta^2\left(1-\frac{\beta^2d^2}{12}+\dots\right).$$

They agree for waves of many planes. For short waves $B^2$ is smaller and cannot exceed $4/d^2$, its value when adjacent planes are in opposite phase, $\lambda=2d$. At that wavelength $\beta^2=\pi^2/d^2$, about two and a half times as large. A wavevector beyond $\pi/d$ describes no new profile: replacing $\theta$ by $2\pi-\theta$ leaves $\cos(p\theta)$ unchanged at every plane. The function $B^2$ respects this and $\beta^2$ does not.

## What the lattice changes in numbers

**Q.** Before we go on, state what is carried over.

**A.** Planes of spacing $d$ carry a wave of amplitude $A$, wavevector $\beta$ and wavelength $\lambda=2\pi/\beta$ about the mean composition $c_0$. The energy of an unlike bond relative to the mean of the like bonds is $v$, the exchange frequency per neighbour is $\gamma$, and a site has $z$ neighbours, $z_v$ of them in one adjacent plane. With bonds and exchanges that reach no further than adjacent planes,

$$R=-B^2D_\lambda,\qquad D_\lambda=M\left(f''+2\kappa B^2\right),\qquad
B^2=\frac{2[1-\cos(\beta d)]}{d^2},$$

$$f''=\frac{kT}{c_0(1-c_0)}-2zv,\qquad \kappa=z_vvd^2,\qquad
M=\frac{\gamma z_vd^2c_0(1-c_0)}{kT}.$$

The long-wave interdiffusivity is $\tilde D=Mf''$. For fcc (100) and (111) planes $z=12$ and $z_vd^2=a^2$, where $a$ is the cubic lattice constant.

**Q.** Give me a case that I can follow by hand.

**A.** Take (100) planes with round model parameters: $a=0.40$ nm, hence $d=0.20$ nm; $v=5$ meV, $c_0=0.5$, $T=600$ K and $\gamma=10^{-3}\ \mathrm{s^{-1}}$. I use nanometres, millielectronvolts and seconds, which suit slow diffusion better than atomic units. The thermal energy is $kT=51.70$ meV, so

$$f''=4(51.70)-24(5)=86.8\ \mathrm{meV},\qquad
\kappa=5(0.40)^2=0.80\ \mathrm{meV\,nm^2},$$

$$M=\frac{10^{-3}(0.16)(0.25)}{51.70}=7.74\times10^{-7}\ \mathrm{nm^2\,meV^{-1}\,s^{-1}}.$$

The product $Mf''$ is $\tilde D=6.72\times10^{-5}\ \mathrm{nm^2\,s^{-1}}$, or $6.72\times10^{-23}\ \mathrm{m^2\,s^{-1}}$.

Consider a wave of four planes. Then $\theta=\pi/2$, its cosine vanishes, and $B^2=2/(0.20)^2=50\ \mathrm{nm^{-2}}$. With $2\kappa/f''=0.01843\ \mathrm{nm^2}$,

$$D_\lambda=6.72\times10^{-5}\,[1+0.01843(50)]=1.29\times10^{-4}\ \mathrm{nm^2\,s^{-1}},$$

$$R=-50\,(1.29\times10^{-4})=-6.45\times10^{-3}\ \mathrm{s^{-1}}.$$

The four-plane wave has nearly twice the long-wave interdiffusivity. Its costly unlike bonds between planes add to the driving force for mixing.

Bonds and atomic exchanges between planes have given the decay rate of a weak composition wave, and in the example a four-plane wave has nearly twice the long-wave interdiffusivity. Still to come are the test against the full exchange equations, the errors made by using $\beta^2$ for $B^2$, unstable and ordering alloys, other stackings, and the limits of the law.
